# Fractional-spin constancy and the restricted dissociation error of H₂

## 1. Result

Hartree atomic units are used, with fixed nuclei, no relativity and no magnetic field. Let $E_0=-\tfrac12$ be the exact ground-state energy of the hydrogen atom and $n(\mathbf r)=e^{-2r}/\pi$ its density. A spin density is written as the pair $[n_\uparrow,n_\downarrow]$, and $g$ is the fraction of the electron that carries spin down.

**Constancy condition.** The exact energy functional of the hydrogen atom satisfies

$$E[(1-g)n,\;g\,n]=E_0\qquad\text{for } 0\le g\le 1. \tag{1}$$

**Dissociation error.** Take an approximate functional whose exchange-correlation energy is semilocal (an integral over space of a function of the spin densities and their gradients), plus a fraction $a$ of Fock exchange. Let $E_{\rm app}[\tfrac12,\tfrac12]$ be its self-consistent energy for a hydrogen atom with half an electron of each spin in one common orbital. If H₂ is described by one doubly occupied gerade orbital, then at large bond length $R$

$$E_{\rm H_2}(R)-2E_0=2\left\{E_{\rm app}[\tfrac12,\tfrac12]-E_0\right\}-\frac{a}{2R}+\dots \tag{2}$$

where the dots fall off faster than $1/R$. The dissociation error is therefore twice the error of the half-up, half-down atom in the limit $R\to\infty$, with both errors taken relative to the exact energy. With Fock exchange the limit is approached slowly.

## 2. Why the exact energy is constant

The ground state of the hydrogen atom is doubly degenerate: $|\!\uparrow\rangle$ and $|\!\downarrow\rangle$ have the same energy $E_0$ and the same spatial density $n$. Define the exact functional by a search over all one-electron ensembles $\Gamma$ that have the prescribed spin densities,

$$E[n_\uparrow,n_\downarrow]=\min_{\Gamma\to n_\uparrow,n_\downarrow}\operatorname{Tr}\,\Gamma\hat H .$$

An ensemble energy is a weighted average of expectation values, none of which lies below $E_0$. Hence $E[n_\uparrow,n_\downarrow]\ge E_0$ for every admissible pair. Now take

$$\Gamma_g=(1-g)\,|\!\uparrow\rangle\langle\uparrow\!|+g\,|\!\downarrow\rangle\langle\downarrow\!| .$$

Its spin densities are $(1-g)n$ and $g\,n$, and its energy is $(1-g)E_0+gE_0=E_0$. The lower bound is attained, and (1) follows for every real $g$ between 0 and 1.

## 3. The same condition from pure states of distant atoms

One may ask whether (1) is merely a consequence of admitting ensembles. It is not: ordinary pure states of several atoms require it of any functional that is separable, meaning that its energy for distant neutral fragments is the sum of its energies for the fragments.

Place $q$ hydrogen atoms far from one another. Give $p$ neighbouring sites in a cyclic list a down electron, with $0<p<q$, and the others an up electron. Let $\Phi_0$ be the Slater determinant of this pattern and $\Phi_k$ the determinant of the pattern shifted by $k$ sites. Consider

$$\Psi=\frac1{\sqrt q}\sum_{k=0}^{q-1}\Phi_k .$$

*Spin densities.* Two different shifts contain the same number of down electrons. If one site changes from up to down between them, another must change from down to up, so the determinants differ in at least two spin orbitals. A spin density is the expectation value of a one-electron operator, which cannot connect such determinants. Cross terms are therefore absent. A given site is down in $p$ of the $q$ shifts, so every site carries

$$n_\uparrow=\left(1-\frac pq\right)n,\qquad n_\downarrow=\frac pq\,n .$$

*Energy.* Each $\Phi_k$ has energy $qE_0$ at infinite separation. The Hamiltonian connects different shifts through exchange integrals that contain products of orbitals on different sites, and these vanish with the overlap. So $\Psi$ has energy $qE_0$, the ground-state energy of $q$ separated hydrogen atoms.

A functional that is exact for this state must return $qE_0$. Separability, together with the equivalence of the sites, gives

$$q\,E\!\left[\left(1-\tfrac pq\right)n,\tfrac pq\,n\right]=qE_0 .$$

Division by $q$ gives (1) for rational $g=p/q$, and continuity in $g$ extends it to real values. The signs of the terms in $\Psi$ played no part, since there were no cross terms.

The covalent singlet of stretched H₂ is the case $q=2$, $p=1$ for one choice of the relative sign: with both determinants ordered site by site, the minus sign gives the singlet and the plus sign the $M_S=0$ triplet, which has the same spin densities. Each atom in the singlet has half an electron of each spin. Fractional spin is thus what the exact spin density of a dissociated singlet looks like when one atom is viewed by itself.

## 4. What exchange and correlation must supply

Split the energy in the Kohn–Sham way,

$$E=T_s+V+E_H+E_{xc},\qquad E_H=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'\equiv\frac J2 .$$

The electrostatic potential of $n$ is $U(r)=1/r-e^{-2r}(1+1/r)$. As a check, $-r^2U'(r)=1-e^{-2r}(1+2r+2r^2)$, which is the charge inside radius $r$, as Gauss's law requires. Then

$$J=\int_0^\infty 4\pi r^2\,n\,U\,dr=4\int_0^\infty\left[re^{-2r}-r^2e^{-4r}-re^{-4r}\right]dr=4\left[\frac14-\frac1{32}-\frac1{16}\right]=\frac58 .$$

The noninteracting kinetic energy does not depend on $g$. A spin channel with density $wn$ has kinetic energy at least $\int|\nabla(wn)|^2/(8wn)\,d\mathbf r=w\int|\nabla n|^2/(8n)\,d\mathbf r$, and a single orbital $\sqrt n$ with occupation $w$ attains this bound. The weights of the two spins add to one, so $T_s=\tfrac12$, the kinetic energy of the ordinary atom. The nuclear attraction is $V=-1$. Condition (1) then reads

$$-\frac12=\frac12-1+\frac5{16}+E_{xc}\quad\Longrightarrow\quad E_{xc}=-\frac5{16}\quad\text{for every } g. \tag{3}$$

The exact exchange-correlation energy must cancel the Hartree energy whatever the spin mixture.

Fock exchange is built from the density matrix of each spin. With occupations $w_\uparrow=1-g$ and $w_\downarrow=g$ of one real orbital $\varphi$, this matrix is $\gamma_s(\mathbf r,\mathbf r')=w_s\varphi(\mathbf r)\varphi(\mathbf r')$, and

$$E_x^{\rm Fock}=-\frac12\sum_s\iint\frac{\gamma_s(\mathbf r,\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'=-\frac J2\left[(1-g)^2+g^2\right]. \tag{4}$$

At $g=0$ this is $-J/2=-5/16$, as required. At $g=\tfrac12$ it is $-J/4=-5/32$, half of what is required. With exchange defined by (4), correlation must supply the other $-5/32$, although there is one electron in total. In the molecule this is the correlation that keeps the two electrons on different atoms.

## 5. The Hartree–Fock atom as a solvable case

Keep the exact 1s orbital fixed and omit correlation. Since $T_s+V=E_0$,

$$E_{\rm HF}(g)=E_0+\frac J2-\frac J2\left[(1-g)^2+g^2\right].$$

Because $(1-g)^2+g^2=1-2g(1-g)$, this becomes

$$E_{\rm HF}(g)=E_0+J\,g(1-g). \tag{5}$$

Instead of a constant there is a parabola, correct at both ends and too high by $J/4=5/32=0.15625$ hartree in the middle. It can be read as a spurious repulsion between the up part and the down part of the same electron.

The orbital can lower this energy by expanding. For a 1s orbital with exponent $\zeta$, scaling gives kinetic energy $\zeta^2/2$, nuclear attraction $-\zeta$ and self-repulsion $5\zeta/8$. At $g=\tfrac12$,

$$E(\zeta)=\frac{\zeta^2}2-\zeta+\frac14\cdot\frac{5\zeta}8=\frac{\zeta^2}2-\frac{27}{32}\zeta .$$

The minimum lies at $\zeta=27/32$, with $E=-\tfrac12(27/32)^2=-0.3560$ hartree. This is an upper bound to the fully relaxed Hartree–Fock value, which is $-0.3577$ hartree in the basis of section 8.

## 6. Restricted H₂ at large distance

Let $\varphi_A$ and $\varphi_B$ be copies of one real, normalized, spherical orbital $\varphi$ centred on the two nuclei. At large $R$ their overlap vanishes and the gerade orbital is

$$\sigma=\frac{\varphi_A+\varphi_B}{\sqrt2}.$$

Each spin occupies $\sigma$ once, so each spin has the density matrix

$$\gamma(\mathbf r,\mathbf r')=\frac12\left[\varphi_A\varphi_A'+\varphi_B\varphi_B'+\varphi_A\varphi_B'+\varphi_B\varphi_A'\right], \tag{6}$$

where a prime marks the argument $\mathbf r'$. On the diagonal $\mathbf r=\mathbf r'$ the last two terms are products of orbitals at the same point and vanish. Each spin density is therefore $\tfrac12\varphi_A^2+\tfrac12\varphi_B^2$: every site is a half-up, half-down atom.

Write $h[\varphi]=\langle\varphi|-\tfrac12\nabla^2-1/r|\varphi\rangle$ and let $J[\varphi]$ be the self-repulsion of $\varphi^2$. The contributions to the molecular energy are as follows.

*One-electron energy.* The two electrons give $2\langle\sigma|\hat h|\sigma\rangle$, with both nuclei in $\hat h$. The factor 2 cancels the $\tfrac12$ from normalization. Each site contributes $h[\varphi]$ plus the attraction of its density to the other nucleus. A spherical unit charge acts at a distance like a point charge, so that attraction is $-1/R$. The total is $2h[\varphi]-2/R$.

*Nuclear repulsion.* This is $+1/R$.

*Hartree energy.* With $n=\varphi_A^2+\varphi_B^2$, the two self terms give $2\cdot\tfrac12J[\varphi]$. The two equal cross terms, with the prefactor $\tfrac12$, give $1/R$. The total is $J[\varphi]+1/R$.

*Semilocal part.* The integrand at each point depends on the spin densities and gradients there. Around each nucleus these are the atomic ones, so the integral is $2E_{\rm sl}[\tfrac12\varphi^2,\tfrac12\varphi^2]$. Here $E_{\rm sl}$ contains all semilocal exchange and correlation, with any scaling used in a hybrid.

*Fock part.* The two spins are equal, so the prefactor $\tfrac12$ is cancelled by the spin sum and the energy is $-a\iint\gamma^2/|\mathbf r-\mathbf r'|$. In the square of (6), a product of two different terms contains $\varphi_A\varphi_B$ at one point and vanishes. The four squares remain. Two of them give $J[\varphi]$ and two give $1/R$:

$$-\frac a4\left(2J[\varphi]+\frac2R\right)=-\frac a2J[\varphi]-\frac a{2R}.$$

The $1/R$ term comes from the off-diagonal blocks $\varphi_A\varphi_B'$. They contribute nothing to the density, yet their exchange energy dies out only as $1/R$.

The first four contributions have $1/R$ coefficients $-2+1+1=0$. The sum is

$$E_{\rm H_2}[\varphi;R]=2h[\varphi]+J[\varphi]+2E_{\rm sl}-\frac a2J[\varphi]-\frac a{2R}. \tag{7}$$

For a single atom with half an electron of each spin in $\varphi$, the one-electron energy is $h[\varphi]$, the Hartree energy $J[\varphi]/2$, and by (4) the Fock term $-aJ[\varphi]/4$:

$$E_{1/2}[\varphi]=h[\varphi]+\frac12J[\varphi]+E_{\rm sl}-\frac a4J[\varphi]. \tag{8}$$

Comparison gives

$$E_{\rm H_2}[\varphi;R]=2E_{1/2}[\varphi]-\frac a{2R}. \tag{9}$$

The terms dropped in (9) contain the overlap of the atoms or the penetration of one density into the other, and they fall off exponentially for exponentially decaying orbitals.

It remains to relax the orbital. The term $-a/(2R)$ does not depend on $\varphi$, so at large $R$ both sides of (9) are minimized by the same orbital. The minimum of $E_{1/2}$ is $E_{\rm app}[\tfrac12,\tfrac12]$, and subtracting $2E_0$ gives (2).

If the orbital may also polarize, the off-diagonal Fock term acts on it like a field proportional to $1/R^2$. The energy gained is of second order in that field and so of order $1/R^4$, which belongs to the dots in (2).

### Conditions

The derivation assumes that the doubly occupied orbital stays gerade and that the half-spin atom is spherical. It also needs an energy that separates over distant sites. Second-order perturbation theory on semilocal orbitals does not separate in this way. With the ungerade partner $\sigma_u=(\varphi_A-\varphi_B)/\sqrt2$, the product $\sigma\sigma_u$ equals $\tfrac12(\varphi_A^2-\varphi_B^2)$. The integral that couples the configurations $\sigma^2$ and $\sigma_u^2$ is the self-repulsion of this product, $\tfrac14(2J-2/R)\to J/2$. It stays finite while the orbital energy gap in the denominator closes, so the energy diverges and (2) has no meaning.

## 7. Two parts of the error

The atomic error can be divided by inserting the functional's own energy for an ordinary, fully polarized atom:

$$E_{\rm app}[\tfrac12,\tfrac12]-E_0=\underbrace{E_{\rm app}[\tfrac12,\tfrac12]-E_{\rm app}[1,0]}_{\text{spin part}}+\underbrace{E_{\rm app}[1,0]-E_0}_{\text{one-electron part}} .$$

The spin part measures the violation of constancy. The one-electron part is already present in a normal hydrogen atom. If the dissociation error is measured from two polarized atoms computed with the same functional, subtracting $2E_{\rm app}[1,0]$ in place of $2E_0$ leaves twice the spin part. Both versions of the statement are correct, provided the same reference is used for the atom and for the molecule.

## 8. Worked example

Four methods are applied to H and H₂ with twelve s-type Gaussians on each atom. SVWN here means Slater exchange with the VWN5 correlation fit. The RPA-based VWN fit, which some programs also call SVWN, gives different numbers: an atomic error of 0.0376 hartree at $g=\tfrac12$, of which only 0.0036 is one-electron part. The basis gives $-0.499998$ hartree for the exact one-electron problem, and its error is also negligible for the half-spin atoms. For Hartree–Fock at $g=\tfrac14$, where the minority-spin orbital is more diffuse, it leaves an error of about $10^{-4}$ hartree. It contains no p functions, which excludes polarization of the atoms.

The energies of the single atom, in hartree, are:

| Method | $a$ | $g=0$ | $g=\tfrac14$ | $g=\tfrac12$ |
|---|---|---|---|---|
| HF | 1 | −0.5000 | −0.3955 | −0.3577 |
| SVWN | 0 | −0.4787 | −0.4538 | −0.4457 |
| PBE | 0 | −0.5000 | −0.4681 | −0.4589 |
| PBE0 | 0.25 | −0.5013 | −0.4519 | −0.4361 |

By (1) each row should be constant at $-0.5$. In all four the energy rises towards $g=\tfrac12$. At $g=\tfrac14$ the orbitals relax (one common expanded orbital already gives more than half of the lowering, and letting the up and down orbitals differ gives the rest), so the Hartree–Fock value lies below the frozen-orbital value $-0.5+\tfrac58\cdot\tfrac14\cdot\tfrac34=-0.3828$ hartree from (5).

For PBE the half-spin atom is in error by $-0.45893+0.5=0.04107$ hartree. Twice the unrounded error is 0.082146 hartree in this basis (a larger s basis lowers it by about $3\times10^{-6}$ hartree). A separate self-consistent calculation of restricted H₂ at $R=40$ bohr gives an error of 0.08215 hartree, in agreement.

For Hartree–Fock the slow term must be included. At $R=40$ bohr the molecular error is 0.27208 hartree, and $a/(2R)=1/80=0.01250$ hartree. Their sum is 0.28458 hartree, twice the atomic error of 0.14229 hartree. At $R=80$ bohr the sum is $0.27833+0.00625=0.28458$ hartree again. Without this correction, the calculation at 40 bohr would seem to violate the theorem by 0.0125 hartree.

The limiting errors, relative to exact atoms, are:

| Method | H atom, $g=\tfrac12$ (hartree) | H₂, $R\to\infty$ (hartree) | H₂ (eV) |
|---|---|---|---|
| HF | 0.1423 | 0.2846 | 7.74 |
| SVWN | 0.0543 | 0.1087 | 2.96 |
| PBE | 0.0411 | 0.0821 | 2.24 |
| PBE0 | 0.0639 | 0.1278 | 3.48 |

The H₂ entries are the results at 40 bohr with $a/(2R)$ added. For each method the program tests that they agree with twice the atomic error to within $5\times10^{-6}$ hartree.

### Reading the two parts

PBE has a one-electron part of only 0.00001 hartree, so nearly all of its error is spin part. Good performance for the ordinary hydrogen atom is therefore no guarantee for the dissociated singlet. For SVWN the atomic error of 0.0543 hartree consists of a spin part of 0.0330 and a one-electron part of 0.0213. Measured from its own polarized atoms, the SVWN dissociation error is $2\times0.0330=0.0660$ hartree instead of 0.1087.

If the PBE molecule at 40 bohr is allowed to place the up electron on one atom and the down electron on the other, its energy is $-0.99998$ hartree, twice that of the polarized PBE atom. The bond is equally long in both calculations, so the large error belongs to the fractional spins and not to the distance. The price of the broken solution is a wrong spin density: the exact singlet has equal up and down densities everywhere.

### Where the missing energy is

Inserting the exact density with half of each spin into the functionals allows a comparison with (3), which demands $-0.3125$ hartree. PBE gives $-0.2540$ for exchange and $-0.0149$ for correlation, together $-0.2689$. The shortfall is 0.0436 hartree. The self-consistent error, 0.0411 hartree, is slightly smaller because the orbital relaxes.

PBE correlation is thus far from the required $-5/32=-0.1563$ hartree. PBE exchange, however, is lower than Fock exchange by $0.2540-0.1563=0.0977$ hartree, and this excess makes up most of the difference. The two errors cancel in part.

This also accounts for PBE0. It keeps PBE correlation and replaces a quarter of PBE exchange by Fock exchange, which on this density removes $0.25\times0.0977=0.0244$ hartree of the useful excess. The frozen-density error rises from 0.0436 to 0.0680 hartree, and after relaxation PBE0 has 0.0639 hartree. For these two functionals, adding Fock exchange worsens the restricted dissociation limit.

### The exact side

The numerical check also treats the exact problem in the same basis. The lowest two-electron singlet at 40 bohr has energy $-0.999996$ hartree, twice the atomic value, with 0.5 up electrons on each site. The exchange-correlation energy extracted from it is $-0.6250$ hartree, which is $2\times(-5/16)$ as (3) requires. An explicit superposition for three distant atoms with one down electron gives $\tfrac23$ up and $\tfrac13$ down on each site at $-0.499998$ hartree per atom, which is the constancy condition at $g=\tfrac13$.

## Computed values

```
Energies in hartree, distances in bohr, unless marked eV
1 hartree = 27.21139 eV
basis: 12 s Gaussians per atom, exponents 0.04 to 608.7 bohr^-2
H atom in basis: E = -0.499998, J = 0.624995 hartree
exact H atom: E0 = -0.500000, J = 0.625000 hartree
exact H2 singlet, R = 40 bohr: E = -0.999996 hartree
  spin-up electrons on one site = 0.500000
  E_xc of exact H2 = -0.624995 hartree
  half of it, per atom = -0.312497 hartree
three atoms, one spin down: E/3 = -0.499998 hartree
  up, down per site = 0.666667, 0.333333 electrons
HF frozen orbital, g=1/4: E = -0.382812 hartree
  parabola at g=1/4: E = -0.382812 hartree
HF one-exponent atom, g=1/2: zeta = 0.84375 bohr^-1
  E = -0.355957 hartree
HF: Fock exchange fraction a = 1.00
  atom E at g=0, 1/4, 1/2: -0.50000, -0.39550, -0.35771 hartree
  atom error at g=1/2 = 0.14229 hartree = 3.872 eV
  spin part 0.14229, one-electron part 0.00000 hartree
  H2 error at R=10, 20, 40 bohr: 0.23225, 0.25958, 0.27208 hartree
  H2 error with 1/R tail removed = 0.28458 hartree = 7.744 eV
  twice the atom error = 0.28458 hartree
SVWN: Fock exchange fraction a = 0.00
  atom E at g=0, 1/4, 1/2: -0.47867, -0.45383, -0.44567 hartree
  atom error at g=1/2 = 0.05433 hartree = 1.478 eV
  spin part 0.03300, one-electron part 0.02133 hartree
  H2 error at R=10, 20, 40 bohr: 0.10750, 0.10866, 0.10866 hartree
  H2 error with 1/R tail removed = 0.10866 hartree = 2.957 eV
  twice the atom error = 0.10866 hartree
PBE: Fock exchange fraction a = 0.00
  atom E at g=0, 1/4, 1/2: -0.49999, -0.46810, -0.45893 hartree
  atom error at g=1/2 = 0.04107 hartree = 1.118 eV
  spin part 0.04106, one-electron part 0.00001 hartree
  H2 error at R=10, 20, 40 bohr: 0.08109, 0.08215, 0.08215 hartree
  H2 error with 1/R tail removed = 0.08215 hartree = 2.235 eV
  twice the atom error = 0.08215 hartree
PBE0: Fock exchange fraction a = 0.25
  atom E at g=0, 1/4, 1/2: -0.50132, -0.45185, -0.43611 hartree
  atom error at g=1/2 = 0.06389 hartree = 1.738 eV
  spin part 0.06521, one-electron part -0.00132 hartree
  H2 error at R=10, 20, 40 bohr: 0.11403, 0.12153, 0.12465 hartree
  H2 error with 1/R tail removed = 0.12777 hartree = 3.477 eV
  twice the atom error = 0.12777 hartree
HF H2 error at R=80 bohr = 0.27833 hartree
PBE spin-broken H2, R=40 bohr: E = -0.99998 hartree
Exact density, half-up half-down spin (hartree):
  exact: E_x = -0.15625, E_c = -0.15625 hartree
  SVWN: E_x = -0.21274, E_c = -0.04141, error = 0.05835 hartree
  PBE: E_x = -0.25400, E_c = -0.01491, error = 0.04360 hartree
  HF: error = 0.15625 hartree
```
